**Van Hove model: finite energy does not guarantee a ground state**

For H = dΓ(ω) + a\*(v) + a(v), with mode frequency ω and coupling v, the bottom of the spectrum is −∫|v|²/ω, and a Fock-space ground state exists if and only if ∫|v|²/ω² is finite. The program asserts the displacement identity for one mode with complex coupling, using a matrix exponential in a truncated number basis. For two modes it asserts the low spectrum, the coherent ground state, the Poisson boson number, the relative bound on a(v) and the energy of a partly displaced trial state. A Cartesian sum confirms the logarithmic shell integral for |v|² ∝ 1/|k| in three dimensions. For coupling densities J ∝ ω^s exp(−ω/ω_c), quadrature is compared with closed forms, and a discretized field is diagonalized mode by mode to obtain its energy and few-boson probabilities. The output shows the same limiting energy, −0.05 hartree, for s = 1 and s = 2. As the infrared cutoff σ falls, the mean boson number settles at 0.5 for s = 2, but grows by about 1.15 per decade for s = 1, where the weight of the few-boson sectors drains away. The finite computations illustrate the absence of a ground state for s = 1; the proof is analytic.

## Numerical verification

```python
"""Van Hove model of a fixed source coupled to a Bose field:
    H = sum/integral of  w a*a + v a* + conj(v) a,   w > 0.
Result under test: inf spec H = -int |v|^2/w, and a Fock-space ground state
exists if and only if int |v|^2/w^2 is finite.  It is then a coherent state of
amplitude -v/w with Poisson boson number of mean int |v|^2/w^2.
Symbols: w mode frequency, v coupling, J(w) = alpha w^s wc^(1-s) exp(-w/wc)
the coupling density |v|^2 per unit frequency, sigma an infrared cutoff.
Energies are in hartree.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.special import exp1
from scipy.stats import poisson


def lowering(dim):
    return np.diag(np.sqrt(np.arange(1.0, dim)), 1)


# --- One mode: displacement removes the linear coupling -------------------
dim = 80
a = lowering(dim)
w_one, v_one = 0.7, 0.4 + 0.3j
f_one = v_one / w_one
h_one = w_one * a.T @ a + v_one * a.T + np.conj(v_one) * a
disp = expm(np.conj(f_one) * a - f_one * a.T)
low = 12  # low block, far from the truncation edge
moved_a = (disp.conj().T @ a @ disp)[:low, :low]
assert np.allclose(moved_a, a[:low, :low] - f_one * np.eye(low), atol=1e-9)
moved_h = (disp.conj().T @ h_one @ disp)[:low, :low]
target = np.diag(w_one * np.arange(low) - abs(v_one)**2 / w_one)
displacement_error = np.max(np.abs(moved_h - target))
assert displacement_error < 1e-9

# --- Two modes (hard, soft): spectrum, state, bounds ----------------------
dim = 22
a = lowering(dim)
eye = np.eye(dim)
a_hard, a_soft = np.kron(a, eye), np.kron(eye, a)
w_two = np.array([1.0, 0.3])
v_two = np.array([0.6 + 0.3j, 0.25j])
free = w_two[0] * a_hard.T @ a_hard + w_two[1] * a_soft.T @ a_soft
a_v = np.conj(v_two[0]) * a_hard + np.conj(v_two[1]) * a_soft
h_two = free + a_v + a_v.conj().T
levels, vectors = np.linalg.eigh(h_two)
shift = np.sum(np.abs(v_two)**2 / w_two)
quanta = np.sort(np.add.outer(w_two[0] * np.arange(8),
                              w_two[1] * np.arange(8)).ravel())
assert np.allclose(levels[:6], quanta[:6] - shift, atol=1e-7)

ground = vectors[:, 0].reshape(dim, dim)
prob = np.abs(ground)**2
total_n = np.add.outer(np.arange(dim), np.arange(dim))
mean_two = np.sum(np.abs(v_two / w_two)**2)
for n in range(6):
    p_total = prob[total_n <= n].sum()
    p_hard = prob[:n + 1, :].sum()
    assert abs(p_total - poisson.cdf(n, mean_two)) < 1e-9
    assert p_total < p_hard
for lower, v, w in zip((a_hard, a_soft), v_two, w_two):
    assert np.allclose(lower @ vectors[:, 0], -v / w * vectors[:, 0],
                       atol=1e-7)

# Relative bound: norm of a(v) free^(-1/2) off the vacuum is ||v/sqrt(w)||
free_diag = np.diag(free)
inverse_root = np.zeros(dim * dim)
inverse_root[1:] = 1 / np.sqrt(free_diag[1:])
bound_norm = np.linalg.norm(a_v * inverse_root[None, :], 2)
assert abs(bound_norm - np.sqrt(shift)) < 1e-9

# Trial state: only the hard mode displaced
h_hard = w_two[0] * a.T @ a + v_two[0] * a.T + np.conj(v_two[0]) * a
hard_ground = np.linalg.eigh(h_hard)[1][:, 0]
trial = np.kron(hard_ground, eye[0])
trial_energy = np.vdot(trial, h_two @ trial).real
assert abs(trial_energy + abs(v_two[0])**2 / w_two[0]) < 1e-9
assert trial_energy > levels[0]

# --- Three dimensions, w = |k|, |v|^2 = 1/|k|: logarithmic divergence -----
# int |v|^2/w^2 over the shell between cubes of half-side 1 and 2
points = 100
x = (np.arange(points) + 0.5) * 2 / points
r2 = x[:, None, None]**2 + x[None, :, None]**2 + x[None, None, :]**2
integrand = r2**-1.5
half = points // 2
integrand[:half, :half, :half] = 0
shell = 8 * integrand.sum() * (2 / points)**3
assert abs(shell / (4 * np.pi * np.log(2)) - 1) < 1e-3  # midpoint-rule error

# --- Continuum fields with s = 1 and s = 2 --------------------------------
alpha, wc = 0.5, 0.1
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]


def density(w, s):
    return alpha * w**s * wc**(1 - s) * np.exp(-w / wc)


def moment(s, power, sigma):
    """Quadrature of J/w^power above sigma, in the variable ln w."""
    edges = np.append(np.arange(np.log(sigma), np.log(60 * wc), 4.0),
                      np.log(60 * wc))
    return sum(quad(lambda y: density(np.exp(y), s) * np.exp(y * (1 - power)),
                    lo, hi, epsabs=1e-13, epsrel=1e-11)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))


def closed_forms(s, ratio):
    """Energy and mean number above sigma = ratio * wc."""
    decay = np.exp(-ratio)
    if s == 1:
        return -alpha * wc * decay, alpha * exp1(ratio)
    return -alpha * wc * (1 + ratio) * decay, alpha * decay


nodes, weights = np.polynomial.legendre.leggauss(8)
a_small = lowering(20)


def discretized_field(s, ratio):
    """Diagonalize each mode of a log-spaced field; convolve the numbers."""
    bins = int(np.ceil(20 * np.log10(40 / ratio)))
    edges = np.linspace(np.log(ratio * wc), np.log(40 * wc), bins + 1)
    energy, numbers = 0.0, np.array([1.0, 0.0, 0.0])
    for lo, hi in zip(edges[:-1], edges[1:]):
        w = np.exp((lo + hi) / 2 + (hi - lo) / 2 * nodes)
        j_dlog = density(w, s) * weights * (hi - lo) / 2
        v_squared = np.sum(j_dlog * w)
        w_bin = v_squared / np.sum(j_dlog)
        h_bin = (w_bin * a_small.T @ a_small
                 + np.sqrt(v_squared) * (a_small + a_small.T))
        val, vec = np.linalg.eigh(h_bin)
        energy += val[0]
        numbers = np.convolve(numbers, vec[:, 0]**2)[:3]
    return energy, numbers


ratios = [1e-2, 1e-4, 1e-8, 1e-16, 1e-32]
table = {}
for s in (1, 2):
    for ratio in ratios:
        energy, number = closed_forms(s, ratio)
        assert abs(-moment(s, 1, ratio * wc) - energy) < 1e-9
        assert abs(moment(s, 2, ratio * wc) - number) < 1e-7
        table[s, ratio] = (energy, number, np.exp(-number),
                           poisson.cdf(2, number))

chain = {}
for s in (1, 2):
    for ratio in ratios[:3]:
        energy, numbers = discretized_field(s, ratio)
        exact = table[s, ratio]
        assert abs(energy / exact[0] - 1) < 1e-6
        # finite bin width lowers the mean number by about 0.1 percent
        assert abs(numbers[0] / exact[2] - 1) < 0.02
        assert abs(numbers.sum() / exact[3] - 1) < 0.02
        chain[s, ratio] = numbers.sum()

log_law = alpha * (np.log(1e8) - np.euler_gamma)
assert abs(log_law - table[1, 1e-8][1]) < 1e-6
assert table[1, 1e-32][3] < 1e-10
assert abs(table[2, 1e-32][1] - table[2, 1e-8][1]) < 1e-7
assert abs(table[1, 1e-32][0] - table[2, 1e-32][0]) < 1e-12

# --- Output ---------------------------------------------------------------
print("One mode: w = %.2f hartree, v = %.2f%+.2fi hartree"
      % (w_one, v_one.real, v_one.imag))
print("  largest error of displaced H: %.1e hartree" % displacement_error)
print("Two modes: w = %.2f, %.2f hartree" % tuple(w_two))
print("  v = %.2f%+.2fi, %.2f%+.2fi hartree"
      % (v_two[0].real, v_two[0].imag, v_two[1].real, v_two[1].imag))
print("  ground energy, diagonalization: %.6f hartree" % levels[0])
print("  ground energy, -sum |v|^2/w:    %.6f hartree" % -shift)
print("  energy with only hard mode displaced: %.6f hartree" % trial_energy)
print("  mean number from eigenvector: %.6f" % np.sum(prob * total_n))
print("  sum |v|^2/w^2:                %.6f" % mean_two)
print("Cubic shell integral of |k|^-3: %.4f (4 pi ln 2 = %.4f)"
      % (shell, 4 * np.pi * np.log(2)))
print("Continuum: alpha = %.2f, wc = %.2f hartree" % (alpha, wc))
limit = -alpha * wc
print("  limiting energy, s = 1 and 2: %.6f hartree = %.4f eV"
      % (limit, limit * hartree_ev))
for s in (1, 2):
    print("s = %d: sigma/wc, energy (hartree), mean N, P(N=0), P(N<=2)" % s)
    for ratio in ratios:
        print("  %.0e  %.6f  %.4f  %.3e  %.3e" % ((ratio,) + table[s, ratio]))
print("P(N<=2) from the diagonalized discretized field:")
for (s, ratio), value in chain.items():
    print("  s = %d, sigma/wc = %.0e: %.4e" % (s, ratio, value))
print("Log law for mean N, s = 1, sigma/wc = 1e-08: %.4f" % log_law)
print("Growth of mean N per decade of cutoff, s = 1: %.4f"
      % ((table[1, 1e-16][1] - table[1, 1e-8][1]) / 8))
print("OK")
```

Running it gives:

```
One mode: w = 0.70 hartree, v = 0.40+0.30i hartree
  largest error of displaced H: 2.7e-15 hartree
Two modes: w = 1.00, 0.30 hartree
  v = 0.60+0.30i, 0.00+0.25i hartree
  ground energy, diagonalization: -0.658333 hartree
  ground energy, -sum |v|^2/w:    -0.658333 hartree
  energy with only hard mode displaced: -0.450000 hartree
  mean number from eigenvector: 1.144444
  sum |v|^2/w^2:                1.144444
Cubic shell integral of |k|^-3: 8.7100 (4 pi ln 2 = 8.7103)
Continuum: alpha = 0.50, wc = 0.10 hartree
  limiting energy, s = 1 and 2: -0.050000 hartree = -1.3606 eV
s = 1: sigma/wc, energy (hartree), mean N, P(N=0), P(N<=2)
  1e-02  -0.049502  2.0190  1.328e-01  6.715e-01
  1e-04  -0.049995  4.3166  1.335e-02  1.953e-01
  1e-08  -0.050000  8.9217  1.335e-04  6.636e-03
  1e-16  -0.050000  18.1321  1.335e-08  2.449e-06
  1e-32  -0.050000  36.5528  1.335e-16  9.417e-14
s = 2: sigma/wc, energy (hartree), mean N, P(N=0), P(N<=2)
  1e-02  -0.049998  0.4950  6.096e-01  9.860e-01
  1e-04  -0.050000  0.5000  6.066e-01  9.856e-01
  1e-08  -0.050000  0.5000  6.065e-01  9.856e-01
  1e-16  -0.050000  0.5000  6.065e-01  9.856e-01
  1e-32  -0.050000  0.5000  6.065e-01  9.856e-01
P(N<=2) from the diagonalized discretized field:
  s = 1, sigma/wc = 1e-02: 6.7213e-01
  s = 1, sigma/wc = 1e-04: 1.9586e-01
  s = 1, sigma/wc = 1e-08: 6.6875e-03
  s = 2, sigma/wc = 1e-02: 9.8603e-01
  s = 2, sigma/wc = 1e-04: 9.8566e-01
  s = 2, sigma/wc = 1e-08: 9.8565e-01
Log law for mean N, s = 1, sigma/wc = 1e-08: 8.9217
Growth of mean N per decade of cutoff, s = 1: 1.1513
OK
```
